# Maxwell–Kohn–Sham equations for electrons with full minimal coupling to light, part 2

The problem is to describe $N$ electrons in a cavity by their particle current $\mathbf j$ and the mean $\mathbf A=\langle\hat{\mathbf A}\rangle$ of the quantized field. Hartree atomic units are used, with $\varepsilon_0=1/4\pi$, $\mathbf E=-\partial_t\mathbf A$, $\mathbf B=\nabla\times\mathbf A$ and electron charge $-1$. The Hamiltonian is

$$H(t)=\sum_i\tfrac12\mathbf v_i^2+\sum_i v(\mathbf r_i)+\sum_{i<j}w(\mathbf r_i-\mathbf r_j)+H_{ph}-\int\mathbf j_{ext}\cdot\hat{\mathbf A}\,d^3r,$$

$$\mathbf v_i=\mathbf p_i+\hat{\mathbf A}(\mathbf r_i)+\mathbf a(\mathbf r_i,t).$$

Here $v$ is a static potential, $w$ the repulsion, and $\mathbf a$ and $\mathbf j_{ext}$ are the external vector potential and charge current. A finite set of real orthonormal transverse modes, $-c^2\nabla^2\mathbf f_\alpha=\omega_\alpha^2\mathbf f_\alpha$, gives

$$\hat{\mathbf A}(\mathbf r)=\sqrt{4\pi}\sum_\alpha \hat q_\alpha\mathbf f_\alpha(\mathbf r),\qquad H_{ph}=\tfrac12\sum_\alpha(\hat p_\alpha^2+\omega_\alpha^2\hat q_\alpha^2).$$

$P$ projects onto these modes. The current operator is $\hat{\mathbf j}(\mathbf r)=\tfrac12\sum_i\{\mathbf v_i,\delta(\mathbf r-\mathbf r_i)\}$. With density $n$, where $\partial_t n=-\nabla\cdot\mathbf j$, and paramagnetic current $\mathbf j_p$, built from $\mathbf p$,

$$\mathbf j=\mathbf j_p+\langle\hat n\hat{\mathbf A}\rangle+n\,\mathbf a, \qquad (1)$$

$$(\partial_t^2-c^2\nabla^2)\mathbf A=4\pi P(\mathbf j_{ext}-\mathbf j). \qquad (2)$$

A scalar potential $u$ is removed by the gauge rule $\mathbf a'=\mathbf a-\nabla\Lambda$, $u'=u-\partial_t\Lambda$, with $\partial_t\Lambda=u$ and $\Lambda(0)=0$.

For a fixed initial state $\Psi_0$ with density $n_0>0$, potentials analytic in time and sufficient smoothness, $(\mathbf j,\mathbf A)$ determines $\mathbf a$ and $P\mathbf j_{ext}$. The proof uses

$$\partial_t^k\mathbf j=n\,\partial_t^k\mathbf a+\mathbf R_k, \qquad (3)$$

where $\mathbf R_k$ depends on the state, on $\mathbf j_{ext}$ and on time derivatives of $\mathbf a$ of order below $k$. Representability, the existence of a potential that produces a given current, is assumed.

The local force balance is

$$\partial_t\mathbf j=-\nabla\cdot T+n(\partial_t\mathbf a-\nabla v)+\langle\hat n\hat{\boldsymbol\Pi}\rangle-\langle\hat{\mathbf j}\times\hat{\mathbf B}^{tot}\rangle-\mathbf F_W, \qquad (4)$$

with momentum flux

$$T_{kl}=\sum_i\mathrm{Re}\langle v_{i,k}\,\delta(\mathbf r-\mathbf r_i)\,v_{i,l}\rangle-\tfrac14\partial_k\partial_ln,$$

$\hat{\boldsymbol\Pi}=\sqrt{4\pi}\sum_\alpha\hat p_\alpha\mathbf f_\alpha$, $\langle\hat{\boldsymbol\Pi}\rangle=\partial_t\mathbf A$, $\hat{\mathbf B}^{tot}=\nabla\times(\hat{\mathbf A}+\mathbf a)$, $\mathbf F_W(\mathbf r)=\int n_2(\mathbf r,\mathbf r')\nabla w(\mathbf r-\mathbf r')\,d^3r'$ and $n_2$ the density of ordered electron pairs.

Q: Equation (2) is closed once I know $\mathbf j$. But to know $\mathbf j$ I must solve the whole correlated problem.

A: Unless another system has the same current. Take $N$ noninteracting electrons in a classical vector potential $\mathbf A_s(\mathbf r,t)$:

$$i\partial_t\varphi_k=\left\{\tfrac12[\mathbf p+\mathbf A_s]^2+v+v_H\right\}\varphi_k,\qquad v_H(\mathbf r,t)=\int w(\mathbf r-\mathbf r')\,n(\mathbf r',t)\,d^3r'.$$

The uniqueness argument applies here too, with the quantized field absent: for a fixed initial Slater determinant $\Phi_0$, at most one $\mathbf A_s$ produces a given $\mathbf j$. That one exists is again the assumption of representability. I define the exchange-correlation vector potential as what is left after the external field and the mean field are taken out:

$$\mathbf A_s=\mathbf a+\mathbf A+\mathbf a_{xc}.$$

The coupled system is then

$$i\partial_t\varphi_k=\left\{\tfrac12[\mathbf p+\mathbf a+\mathbf A+\mathbf a_{xc}]^2+v+v_H\right\}\varphi_k, \qquad (5)$$

$$(\partial_t^2-c^2\nabla^2)\mathbf A=4\pi P(\mathbf j_{ext}-\mathbf j),\qquad \mathbf j=\sum_k\mathrm{Re}\,\varphi_k^*(\mathbf p+\mathbf A_s)\varphi_k. \qquad (6)$$

The Maxwell equation starts from $\mathbf A$ and $\partial_t\mathbf A$ of the true initial state.

Q: You matched the current. Does the density follow?

A: If it matches at the start. Both systems obey continuity with the same $\mathbf j$, so $\partial_tn$ is the same. $\Phi_0$ must therefore be chosen with density $n_0$. No condition on its initial current is needed, because $\mathbf A_s(0)$ adjusts it through the term $n\mathbf A_s$.

Q: What does $\mathbf a_{xc}$ depend on?

A: On $\Psi_0$, $\Phi_0$ and the history of $\mathbf j$ and $\mathbf A$. The noninteracting system gives $\mathbf A_s$ from $\Phi_0$ and $\mathbf j$, and the interacting one gives $\mathbf a$ from $\Psi_0$, $\mathbf j$ and $\mathbf A$. The difference of these potentials, less $\mathbf A$, is a functional of those arguments. In practice one approximates it and solves (5) and (6) together.

Q: A definition by subtraction tells me nothing about the physics inside.

A: Equate the currents of the two systems:

$$\mathbf j_p[\Psi]+\langle\hat n\hat{\mathbf A}\rangle+n\mathbf a=\mathbf j_p[\Phi]+n(\mathbf a+\mathbf A+\mathbf a_{xc}).$$

The external term cancels. With $\Delta\hat{\mathbf A}=\hat{\mathbf A}-\mathbf A$,

$$n\,\mathbf a_{xc}=\mathbf j_p[\Psi]-\mathbf j_p[\Phi]+\langle\hat n\,\Delta\hat{\mathbf A}\rangle. \qquad (7)$$

The last term measures how the field fluctuates together with the density. The first two are the difference of the paramagnetic currents.

For the forces, write (4) for the noninteracting system. Its field is classical and its interaction is $v_H$:

$$\partial_t\mathbf j=-\nabla\cdot T_s+n(\partial_t\mathbf A_s-\nabla v-\nabla v_H)-\mathbf j\times(\nabla\times\mathbf A_s).$$

Subtract this from (4). The left sides cancel, and so do the terms in $\partial_t\mathbf a$ and $\nabla v$. The electric terms leave $\langle\hat n\hat{\boldsymbol\Pi}\rangle-n\partial_t\mathbf A-n\partial_t\mathbf a_{xc}=\langle\hat n\,\Delta\hat{\boldsymbol\Pi}\rangle-n\partial_t\mathbf a_{xc}$. In the magnetic terms, the mean of $\hat{\mathbf B}^{tot}$ is $\nabla\times(\mathbf a+\mathbf A)$ and cancels, which leaves $-\langle\hat{\mathbf j}\times\Delta\hat{\mathbf B}\rangle+\mathbf j\times(\nabla\times\mathbf a_{xc})$. Moving the terms in $\mathbf a_{xc}$ to the left,

$$n\partial_t\mathbf a_{xc}-\mathbf j\times(\nabla\times\mathbf a_{xc})=-\nabla\cdot(T-T_s)+\langle\hat n\,\Delta\hat{\boldsymbol\Pi}\rangle-\langle\hat{\mathbf j}\times\Delta\hat{\mathbf B}\rangle-(\mathbf F_W-n\nabla v_H). \qquad (8)$$

The left side is the Lorentz force density of $\mathbf a_{xc}$ on charges $-1$. The right side lists what the mean-field description misses: momentum flux, electric and magnetic field fluctuations, and the exchange and correlation of electron pairs. The last bracket does not vanish for uncorrelated electrons: for two electrons in one orbital $n_2(\mathbf r,\mathbf r')=\frac12n(\mathbf r)n(\mathbf r')$, and the bracket contributes the exchange force $+\frac12n\nabla v_H$.

Q: Two equations for one unknown. Is $\mathbf a_{xc}$ overdetermined?

A: No. Equation (8) is of first order in time and needs a starting value, which (7) supplies. They are the same condition, once on the current and once on its rate of change.

Q: Check a limit. A single electron should not repel itself.

A: For $N=1$ there are no pairs, so $\mathbf F_W=0$ and the last bracket in (8) contributes $+n\nabla v_H$. This cancels the force $-n\nabla v_H$ in the Kohn–Sham equation. The photon terms stay, because the quantized field fluctuates for one electron as well. The momentum fluxes can differ too, since the electron is correlated with the field. As the example below shows, the magnetic term does not even need a correlation between density and field.

Q: And a system at rest? I would expect a static exchange-correlation potential, not a vector potential.

A: In this gauge the two are the same thing. Let the ground state be reproduced by a static scalar $v_{xc}$ with zero vector potential. The gauge rule of the first half, with $\partial_t\Lambda=v_{xc}$, replaces it by $\mathbf a_{xc}=-t\,\nabla v_{xc}$. So $\mathbf a_{xc}$ grows linearly while nothing moves. The growth is undone by a phase of the orbitals, and its physical content is the constant force $\partial_t\mathbf a_{xc}=-\nabla v_{xc}$. The size of $\mathbf a_{xc}$ at a given moment is therefore no measure of correlation.

Q: I would like to see $\mathbf a_{xc}$ for a case where the correlated state is known.

A: Take two electrons in a singlet, periodic in $x$ with period $L=6$ bohr, uniform in $y$ and $z$ over an area $S=10$ bohr², with zero canonical momentum along $y$ and $z$. One mode is kept,

$$\mathbf f=\mathbf e_y\sqrt{\tfrac2{SL}}\cos kx,\qquad k=\tfrac{2\pi}L=1.047\ \text{bohr}^{-1}.$$

It is transverse, as its $y$ component does not depend on $y$, and it varies in space, so magnetic forces are present. Then $\hat A_y=g\hat q\cos kx$ with $g=\sqrt{8\pi/(SL)}=\sqrt{8\pi/60}=0.647$, and

$$H=\sum_{i=1}^2\left\{\tfrac12[p_i+a_x]^2+\tfrac12[g\hat q\cos kx_i+a_y]^2+v_0\cos kx_i\right\}+w_0\cos k(x_1-x_2)+\tfrac12(\hat p^2+\omega^2\hat q^2)-J\hat q.$$

Here $v_0=w_0=0.2$ hartree, and $J=\sqrt{4\pi}\int\mathbf f\cdot\mathbf j_{ext}\,d^3r$. The repulsion is a model chosen to depend on $x$ alone. The drives share the pulse $s(t)=\sin^2(\pi t/8)$: $a_x=0.1\,s\,(1+\sin kx)$, $a_y=0.2\,s\cos kx$ and $J=0.5\,s$, all in atomic units.

Q: With the true speed of light, a mode of that wavelength has a photon energy above 100 hartree.

A: Yes, so I set $c=1$ in the model, which gives $\omega=ck=1.047$ hartree. The derivation holds for any $c$. This value brings the photon energy near the electronic energies while the field varies across the electron cloud. The numbers therefore describe the model and no real cavity.

Q: How do you invert for the Kohn–Sham potential?

A: Both electrons share one orbital, whose amplitude and phase can be found separately. From here on $n$ and $\mathbf j$ are integrated over $y$ and $z$. Put $\varphi=Re^{i\theta}$ with $R=\sqrt{n/2}$, and let $u=\partial_x\theta+A_{s,x}$. Then

$$(p+A_{s,x})\varphi=e^{i\theta}(-iR'+uR).$$

Applying the operator again gives

$$(p+A_{s,x})^2\varphi=e^{i\theta}\left[-R''+u^2R-i(2uR'+u'R)\right].$$

The left side of the Kohn–Sham equation is $i\partial_t\varphi=e^{i\theta}(i\dot R-\dot\theta R)$. The imaginary parts give $\dot R=-\frac12(2uR'+u'R)$. Multiplied by $4R$, this is $\partial_t(2R^2)=-\partial_x(2R^2u)$, which is continuity with $u=j_x/n$. The $y$ current of the orbital is $nA_{s,y}$, so $A_{s,y}=j_y/n$. The real parts give

$$\partial_t\theta=-\left[\frac{j_x^2+j_y^2}{2n^2}+v+v_H-\frac{(\sqrt n)''}{2\sqrt n}\right].$$

Starting from $\theta=0$, the phase is a time integral over known quantities. Since the mode has no $x$ component, and with $Q=\langle\hat q\rangle$,

$$a_{xc,x}=\frac{j_x}n-\partial_x\theta-a_x,\qquad a_{xc,y}=\frac{j_y}n-a_y-gQ\cos kx=\frac{g\cos kx\,(\langle\hat n\hat q\rangle-nQ)}n.$$

Q: How was the correlated state obtained?

A: On 25 Fourier grid points for each electron and 14 oscillator levels. The ground state came from Lanczos diagonalization and the driven state from fourth-order Runge–Kutta steps of 0.01 atomic units. At the grid points the initial density lies between 0.180 and 0.486 per bohr, about the mean $2/6=0.333$. During the pulse it does not fall below 0.140 per bohr at these points, so the divisions by $n$ are safe.

Q: Can the step of the uniqueness proof be seen there?

A: Add to the drive a probe that begins at second order in time, $\frac12t^2(\cos kx,\sin kx)$ for the $x$ and $y$ components. By (3), the change of the current divided by $\frac12t^2$ should tend to $n_0(\cos kx,\sin kx)$. At $t=0.1$ the largest difference between the computed ratio and this limit is about $7\times10^{-4}$ of the largest initial density.

Q: And what does $\mathbf a_{xc}$ look like?

A: For the ground state, the density gives $v_{xc}=\frac{(\sqrt{n_0})''}{2\sqrt{n_0}}-v-v_H$ up to a constant, with a range of 0.134 hartree from minimum to maximum. At the middle of the pulse, $t=4$, the largest values on the grid are $|a_{xc,x}|=0.526$ and $|a_{xc,y}|=0.0228$ atomic units, or $6.54\times10^{-6}$ and $2.84\times10^{-7}$ V s/m. Between the grid points the maxima are slightly larger, 0.538 and 0.0236 atomic units. The mean field there reaches $|A_y|=g|Q|=0.647\times0.3513=0.227$, ten times the largest $|a_{xc,y}|$.

Q: Is the large $x$ component just the linear growth you described?

A: Its size is consistent with that, but a rough estimate cannot settle it. The range of $v_{xc}$ does not fix its slope. A sinusoid of that range with period $L$ has the largest slope $k\times0.134/2=0.070$, which gives 0.28 after 4 time units. With period $L/2$ the slope is twice as large and gives 0.56. The computed value lies between the two. The actual $v_{xc}$ contains both periods, with amplitudes 0.0365 and 0.0470 hartree, and its largest slope is 0.128 hartree/bohr, which gives 0.51 after 4 time units. Point by point, $a_{xc,x}$ at $t=4$ differs from $-4\,\partial_xv_{xc}$ by at most 0.028. So the static growth accounts for most of it, and the pulse changes it by about 5 percent of its largest value.

Q: Which term in (8) is the largest?

A: At mid-pulse, along $x$, the largest magnitudes over the grid are 0.0079 for the momentum flux, 0.0193 for the interaction and 0.0430 for the magnetic term, in hartree/bohr². The interaction term is mostly exchange: $\frac12n\,\partial_xv_H$ reaches 0.023, and the remainder 0.005. The magnetic term can be traced. With $\hat j_y=\hat n(g\hat q\cos kx+a_y)$ and $\Delta\hat B_z=-gk\sin kx\,(\hat q-Q)$,

$$-\langle\hat j_y\,\Delta\hat B_z\rangle=gk\sin kx\,\langle\hat n(g\hat q\cos kx+a_y)(\hat q-Q)\rangle.$$

If density and field were uncorrelated, this would be $\frac12ng^2k\sin2kx\,(\langle\hat q^2\rangle-Q^2)$. It does not vanish, since the current operator itself contains the field. It is the force $-n\,\partial_x\frac12\langle\Delta\hat A_y^2\rangle$, which pushes electrons away from strong field fluctuations. For the vacuum of the free mode the variance is $1/2\omega$, and $g^2/2\omega=0.419/2.094=0.200$. With the mean density, the amplitude is $\frac12\times0.333\times0.200\times1.047=0.035$ hartree/bohr², which has the order of magnitude of the computed 0.043. Two errors partly cancel in this estimate. The diamagnetic stiffening raises the mode frequency to about 1.23 hartree and lowers the variance from 0.477 to 0.41, while the density at the maximum of the force is about 0.49 per bohr, above the mean. With the actual density and variance the uncorrelated expression reaches 0.044 and stays within about 0.002 of the full term.

Along $y$ the terms are smaller: 0.0018 for the momentum flux, 0.0015 for the electric and 0.0008 for the magnetic fluctuations.

Q: What do I lose if I set $\mathbf a_{xc}=0$?

A: I solved (5) and (6) both ways, starting from $\sqrt{n_0/2}$ and letting the orbital and $Q$ drive each other. With $\mathbf a_{xc}$ from the inversion, $Q$ at mid-pulse is 0.3513, as in the correlated evolution. With $\mathbf a_{xc}=0$ it is 0.3456, lower by 1.6 percent. The largest error of $Q$ during the pulse is 0.0124, about twice the difference at mid-pulse. Over the pulse the mean-field density departs from the correlated one by up to 0.050 per bohr, which is 15 percent of the mean density. This departure does not measure the error in the response to the drive: the correlated ground-state density is not stationary in the mean-field equations, and even without a pulse it moves by a similar amount in the same time.

Q: So you needed the correlated solution to avoid needing the correlated solution.

A: In this example, yes. It shows what the functional must deliver, not how to obtain it without $\Psi$. For a real system $\mathbf a_{xc}$ has to be approximated, and (8) names the forces that an approximation must represent. The Maxwell equation needs no such approximation, but an error in the projected current $P\mathbf j$ carries over to the field.
